# Kramers-Kronig transform by FFT: cotangent kernel and wrap-around error

A model dielectric with two Gaussian absorption bands has a static dielectric constant of 5.850 in closed form. Its absorption spectrum, sampled on 800 points that resolve the narrower band with eight points per standard deviation and passed through the usual FFT recipe (transform to time, multiply by a causal step, transform back), returns 5.545. At $\omega=0.3$ Ha (8.16 eV) the closed form is $-1.051$ and the recipe returns $-1.371$. The errors, $-0.304$ and $-0.320$, are 5% and 30% of the respective values, yet they are nearly the same number. The spectrum has fallen to the order of $e^{-50}$ at the window edge, so no absorption is missing. The fault lies in the kernel that the FFT puts in place of $1/(\omega'-\omega)$.

## The continuum relation and the model

Hartree atomic units are used. Let $\chi=\varepsilon-1$ and $\chi(\omega)=\int\chi(t)e^{i\omega t}dt=\chi'+i\chi''$, with $\chi(t)$ real, zero for $t<0$, and free of a delta function at $t=0$, so that $\chi(\omega)\to0$ at high frequency. Split $\chi(t)=\chi_e+\chi_o$ into even and odd parts. A real even function has a real transform and a real odd one an imaginary transform, so $\chi_e$ transforms to $\chi'$ and $\chi_o$ to $i\chi''$, and $\chi''$ is odd in $\omega$. Causality gives $\chi_e=-\chi_o$ for $t<0$, and parity then gives $\chi_e=+\chi_o$ for $t>0$, so $\chi_e=\operatorname{sgn}(t)\chi_o$. With
$$\chi_o(t)=\int\frac{d\omega'}{2\pi}\,i\chi''(\omega')e^{-i\omega't},\qquad \int\operatorname{sgn}(t)e^{i\nu t-\eta|t|}dt=\frac{2i\nu}{\nu^2+\eta^2}\to 2i\,\mathrm P\frac1\nu,$$
and $\nu=\omega-\omega'$, the prefactor is $i\cdot2i/2\pi=-1/\pi$, and reversing the sign of the denominator gives
$$\chi'(\omega)=\frac1\pi\mathrm P\!\int\frac{\chi''(\omega')}{\omega'-\omega}d\omega'.$$
For $t>0$, $\chi=2\chi_o=\frac1\pi\int\chi''\sin\omega t\,d\omega$, because the cosine part of $e^{-i\omega t}$ drops out against the odd $\chi''$ and $i\cdot(-i)=1$.

The model has round parameters and stands for no material:
$$\chi''=\sum_iA_i[g_i(\omega-\omega_i)-g_i(\omega+\omega_i)],\qquad A_i=\frac{\pi\omega_{p,i}^2}{2\omega_i},$$
with $g_i$ a normalized Gaussian of standard deviation $\sigma_i$, $\omega_i=0.2,\,0.5$ Ha, $\sigma_i=0.02,\,0.05$ Ha and $\omega_{p,i}^2=0.16,\,0.20$ Ha$^2$. Since $\int g_i(\omega-\omega_i)\sin\omega t\,d\omega=\sin(\omega_it)e^{-\sigma_i^2t^2/2}$ and the mirror line contributes the same, $\chi(t)=\sum_i(2A_i/\pi)\sin(\omega_it)e^{-\sigma_i^2t^2/2}$. The real part is $\chi'=\int_0^\infty\chi(t)\cos\omega t\,dt$, and $2\sin a\cos b=\sin(a+b)+\sin(a-b)$ reduces it to $I(x)=\int_0^\infty e^{-u^2}\sin2xu\,du$. One integration by parts gives $I'=1-2xI$ with $I(0)=0$, the equation solved by the Dawson function $D(x)=e^{-x^2}\int_0^xe^{y^2}dy$. With $t=\sqrt2u/\sigma_i$,
$$\chi'(\omega)=\sum_i\frac{\sqrt2A_i}{\pi\sigma_i}\Big[D\Big(\frac{\omega+\omega_i}{\sqrt2\sigma_i}\Big)-D\Big(\frac{\omega-\omega_i}{\sqrt2\sigma_i}\Big)\Big].$$
This was tested against principal-value quadrature at both frequencies to $10^{-10}$; the printed values follow the text. Errors below are absolute errors of $\chi'$ relative to this closed form unless stated otherwise.

The moments $M_n=\int\omega^n\chi''d\omega$ are $M_1=\sum2A_i\omega_i=\pi\omega_p^2$ with $\omega_p^2=0.36$ Ha$^2$ ($\omega_p=0.6$ Ha $=16.33$ eV), and $M_3=\sum2A_i(\omega_i^3+3\omega_i\sigma_i^2)=\pi(0.16\times0.0412+0.20\times0.2575)=0.1825$ Ha$^4$. Expanding $1/(\omega'-\omega)=-\sum_n\omega'^n/\omega^{n+1}$ for $\omega$ above the bands, where even moments vanish, gives
$$\chi'\simeq-\frac{M_1}{\pi\omega^2}-\frac{M_3}{\pi\omega^4}-\dots$$
The absorption dies as a Gaussian, but the dispersion decays as $-\omega_p^2/\omega^2$, with the coefficient set by the f-sum.

## The naive schemes

On a grid $\omega_j=jh$ the simplest rule sums over all $j\ne k$. Write the principal value as $\frac1\pi\int_0^\infty F(x)dx$ with $F=[\chi''(\omega+x)-\chi''(\omega-x)]/x$, which is regular and has $F(0)=2\,d\chi''/d\omega$. The sum over $j\ne k$ is the trapezoid rule for $F$ without the node $x=0$, whose weight is $h/2$. It therefore errs by $-(h/\pi)\,d\chi''/d\omega$, first order in $h$, and, summed term by term, costs $O(N^2)$ operations for $N$ outputs.

The FFT imitates $\chi_e=\operatorname{sgn}(t)\chi_o$ at cost $O(N\log N)$. The data are samples on $[-W,W]$ with $W/h$ an integer, $N_0=2W/h$, and half weight at $\pm W$. They are stored at index $j \bmod N$ in an array of length $N=pN_0$, with zeros elsewhere; $p=1$ is the unpadded scheme. The frequency period is $\Omega=Nh=2pW$, the time step $\Delta t=2\pi/\Omega$ and the time period $T=2\pi/h$. The algorithm is
$$a_n=\frac1N\sum_ji\chi''_je^{-2\pi ijn/N},\qquad \sum_n(1+s_n)a_ne^{2\pi ikn/N}=i\chi''_k+R_k .$$
Indices $n$ and $N-n$ stand for $t$ and $-t$, so $s_n=+1$ for $0<n<N/2$ and $-1$ for $N/2<n<N$. An odd step needs $s_n=-s_{N-n}$, which forces $s_0=s_{N/2}=0$ and makes $R_k$ real for any real input. For odd data $a_0$ and $a_{N/2}$ vanish and the two values are immaterial.

## The kernel the step produces

Insert $a_n$ into $R_k=\sum_ns_na_ne^{2\pi ikn/N}$ and set $\theta=2\pi m/N$ with $m=k-j$. Pairing $n$ with $N-n$ turns the exponentials into sines:
$$R_k=\sum_j\chi''_j\,\frac iN\sum_ns_ne^{in\theta}=\sum_j\chi''_j\,\frac iN\,2i\sum_{n=1}^{N/2-1}\sin n\theta .$$
The identity $2\sin(\theta/2)\sin n\theta=\cos(n-\tfrac12)\theta-\cos(n+\tfrac12)\theta$ makes the sum telescope to $\cos(\theta/2)-\cos(N\theta/2-\theta/2)$. Here $N\theta/2=\pi m$, so the last cosine is $(-1)^m\cos(\theta/2)$, and
$$\sum_{n=1}^{N/2-1}\sin n\theta=\frac{1-(-1)^m}{2}\cot\frac{\pi m}{N},$$
the sum being zero term by term at $m=0$. The weight is $-(2/N)\cot[\pi(k-j)/N]$ at odd offsets, and the cotangent is odd, so
$$R_k=\frac2N\sum_{j-k\ \mathrm{odd}}\cot\frac{\pi(j-k)}N\,\chi''_j .$$
This identity was tested on random real vectors with $N=8$, 10 and 64 to $10^{-12}$. With $2/N=2h/\Omega$ it is a quadrature rule of spacing $2h$ for $\frac1\Omega\mathrm P\int\cot[\pi(\omega'-\omega)/\Omega]\chi''d\omega'$. The nodes lie at $x=h,3h,\dots$, the midpoints of panels of width $2h$, so the singular node is not needed and the first-order error of the direct sum is gone. This is the alternate-point (Maclaurin) rule. Its weights on the infinite line would be $2h/[\pi(j-k)h]=2/(\pi m)$, with $m=j-k$ from here on. For $N=8$ the step gives 0.6036, 0 and 0.1036 at offsets 1, 2 and 3, against 0.6366, 0 and 0.2122; the distant weight is too small by half.

The cotangent is the periodic sum of the line kernel. Expand $\cos zu$ in a Fourier series on $[-\pi,\pi]$ for non-integer $z$. The constant term is $\sin\pi z/(\pi z)$, and the coefficient of $\cos lu$ is
$$\frac1\pi\Big[\frac{\sin(z+l)\pi}{z+l}+\frac{\sin(z-l)\pi}{z-l}\Big]=(-1)^l\frac{\sin\pi z}\pi\,\frac{2z}{z^2-l^2}.$$
The periodic extension is continuous, so the series may be evaluated at $u=\pi$, where $\cos l\pi=(-1)^l$ cancels the sign. Dividing by $\sin(\pi z)/\pi$ gives
$$\pi\cot\pi z=\frac1z+\sum_{l\ge1}\Big(\frac1{z+l}+\frac1{z-l}\Big).$$
The terms $\pm l$ must be paired, since each half diverges. With $z=m/N$ this reads $\frac2N\cot\frac{\pi m}N=\sum_l\frac2{\pi(m+lN)}$. Because $N$ is even, $m+lN$ is odd whenever $m$ is. Defining the line rule $L_k=\sum_{m\ \mathrm{odd}}\frac{2}{\pi m}\chi''_{k+m}$ on the data without repetition, the result is
$$R_k=\sum_lL_{k-lN}.$$
The FFT returns the line rule at $\omega_k$ plus the line rule at every image frequency $\omega_k+l\Omega$. The error then has three sources: the images $l\ne0$, the difference between $L_k$ and the integral, and the data missing beyond $W$.

## Wrap-around and its dependence on padding

Assume first that $h$ is fine enough for $L_k=\chi'(\omega_k)$; the condition is derived below. The error is $\delta(\omega)=\sum_{l\ne0}\chi'(\omega+l\Omega)$. Both this image sum and direct quadrature with the cotangent kernel were tested against the FFT for $p=1$ to 16 at both frequencies, to $10^{-9}$ and $10^{-10}$. The images sample the slow tail of the dispersion, so at leading order $\delta\simeq-2\omega_p^2\sum_{l\ge1}(l\Omega)^{-2}$, independent of $\omega$. The images of the absorption need not overlap the window for this to happen. The image centred at $\Omega$ has a negative band at $\Omega-\omega_i$ and a positive one at $\Omega+\omega_i$. The negative band is nearer to the window, so the image lowers $\chi'$ there, whereas a passive oscillator at high frequency would raise it. The same fact appears as a constraint: $\sum_kR_k=Ns_0a_0=0$. The true $\chi'$ also integrates to zero, since $\int\chi'd\omega=2\pi\chi_e(0)=0$ when $\chi(0^+)=0$, but it does so with the help of the negative tails outside one period, and the FFT folds those tails back in.

For the systematic expansion put $z=x/\Omega$ with $x=\omega'-\omega$ and expand each pair as a geometric series, valid for $|x|<\Omega$:
$$\frac{2x}{x^2-l^2\Omega^2}=-2\sum_{q\ge1}\frac{x^{2q-1}}{(l\Omega)^{2q}},\qquad \frac\pi\Omega\cot\frac{\pi x}\Omega-\frac1x=-2\sum_{q\ge1}\zeta(2q)\frac{x^{2q-1}}{\Omega^{2q}} .$$
Dividing the Taylor series of $\cos y$ by that of $\sin y/y$ gives $y\cot y=1-y^2/3-y^4/45-\dots$, and comparison fixes $2\zeta(2)=\pi^2/3$ and $2\zeta(4)=\pi^4/45$. The error is $\delta=\frac1\pi\int\chi''\times(\text{kernel difference})\,d\omega'$. An odd $\chi''$ keeps the odd powers of $\omega'$: from $\omega'-\omega$ it keeps $\omega'$, and from $(\omega'-\omega)^3=\omega'^3-3\omega'^2\omega+3\omega'\omega^2-\omega^3$ it keeps the first and third terms. Hence
$$\delta(\omega)=-\frac{\pi M_1}{3\Omega^2}-\frac{\pi^3(M_3+3\omega^2M_1)}{45\,\Omega^4}-O(\Omega^{-6}),$$
and the first term, $-\pi^2\omega_p^2/(3\Omega^2)$, equals the tail estimate above. The series with 39 terms was tested against the FFT error to $10^{-10}$.

The sign and trend hold term by term. Folding the integral onto $\omega'>0$ gives $\int_0^\infty\chi''[(\omega'-\omega)^{2q-1}+(\omega'+\omega)^{2q-1}]d\omega'$, and the bracket contains even powers of $\omega$ with positive coefficients. For a passive medium, $\chi''\ge0$ at $\omega'>0$, the wrap-around error is therefore negative at every finite $p$ and grows in size with $|\omega|$, wherever the series converges. If the input is not odd and $M_0\ne0$, the $-\omega$ in $\omega'-\omega$ survives and adds a slope $+\pi\omega M_0/(3\Omega^2)$ at the same order.

For the example $W=1$ Ha and $h=0.0025$ Ha, so $\Omega=2p$ Ha. At $p=1$ the first term is $-\pi\times1.13097/12=-0.2961$. The second is $-(\pi^3/45)\times0.1825/16=-0.0079$ at $\omega=0$, and $-(\pi^3/45)(0.1825+0.27\times1.1310)/16=-0.0210$ at 0.3 Ha. The sums $-0.3040$ and $-0.3171$ account for the opening errors $-0.3044$ and $-0.3201$ up to remainders of $-4.8\times10^{-4}$ and $-3.0\times10^{-3}$. At $\omega=0$ padding acts as follows.

| $p$ | error | less first term | less two terms |
|---|---|---|---|
| 1 | $-3.044\times10^{-1}$ | $-8.3\times10^{-3}$ | $-4.8\times10^{-4}$ |
| 2 | $-7.452\times10^{-2}$ | $-5.0\times10^{-4}$ | $-7.1\times10^{-6}$ |
| 4 | $-1.854\times10^{-2}$ | $-3.1\times10^{-5}$ | $-1.1\times10^{-7}$ |
| 8 | $-4.628\times10^{-3}$ | $-1.9\times10^{-6}$ | $-1.7\times10^{-9}$ |
| 16 | $-1.157\times10^{-3}$ | $-1.2\times10^{-7}$ | $-2.7\times10^{-11}$ |

The tested ratios on doubling $p$ are 4.001 (from 8 to 16), 16.04 and 64.2 (from 4 to 8), against 4, 16 and 64.

By the monotonic trend the largest error in the window lies at its edge. At $p=1$ the images of $\omega=W$ are $-W$, $\pm3W$, $\pm5W,\dots$ With $\sum_{m\ \mathrm{odd}}m^{-2}=\frac34\zeta(2)=\pi^2/8$ and $\sum_{m\ \mathrm{odd}}m^{-4}=\frac{15}{16}\zeta(4)=\pi^4/96$, the two tail terms give $-0.36[1+2(\pi^2/8-1)]=-0.528$ and $-(0.1825/\pi)[1+2(\pi^4/96-1)]=-0.060$, together $-0.588$. The computed maximum is 0.6075 in size, and the higher moments, all of the same sign, supply the rest. Without padding the edge error is twice the central one; at $p=2$ it is 0.0850 against 0.0745.

Requiring the first term to stay below a tolerance $\tau$ gives, at leading order,
$$p\ge\frac{\pi\omega_p}{2W\sqrt{3\tau}} .$$
For $\tau=10^{-3}$ this is $\pi\times0.6/(2\times0.05477)=17.2$. The test at $\omega=0$ confirms the threshold: the error is $-1.025\times10^{-3}$ at $p=17$ and $-9.14\times10^{-4}$ at $p=18$. With the uncorrected step, an absolute accuracy of $10^{-3}$ needs an array of $18\times800=14400$ points, and each further digit multiplies the length by $\sqrt{10}$.

## Three repairs

The first keeps the step and subtracts the moment terms, with $M_1$ and $M_3$ summed from the same samples. The table shows that $p=2$ with two terms leaves $7\times10^{-6}$ at $\omega=0$; at 0.3 Ha it leaves $4\times10^{-5}$. The remainder consists of the higher terms of the same series, so it grows with $|\omega|$ and reaches $1.4\times10^{-3}$ at the window edge.

The second needs no moments. Write $R(p)=\chi'+c_2p^{-2}+c_4p^{-4}+c_6p^{-6}+\dots$ at fixed $\omega$. In $[4R(2p)-R(p)]/3$ the coefficients are multiplied by $(4\cdot2^{-2q}-1)/3$, which is $0$, $-\frac14$ and $-\frac5{16}$ for $q=1,2,3$. At $\omega=0$ and $p=1$, taking the remainder in the last column as an estimate of $c_6$, the prediction is $7.859\times10^{-3}/4+\frac5{16}\times4.79\times10^{-4}=2.11\times10^{-3}$, and the computed error is $2.115\times10^{-3}$. The sign is reversed and the decay is $p^{-4}$, with a tested ratio of 16.05.

The third removes the images. The wanted object is $L_k$ for $|k|\le N_0/2$, a linear convolution of the data with $c_m=-2/(\pi m)$ at odd $m$, the sign arising because a convolution uses $c_{k-j}$. Both $j$ and $k$ lie in the window, so $|k-j|\le N_0$. In a circular convolution of length $2N_0$ these offsets are distinct modulo $2N_0$ except for $+N_0$ and $-N_0$, and these are even and carry zero weight. Tabulating $c_m$ for $|m|<N_0$, padding the data twofold and multiplying the two DFTs therefore returns $L_k$ in the window with no wrap-around. Outside the window the output is not $L_k$ and is discarded. In the time domain the multiplier is
$$\sum_mc_me^{-2\pi imn/2N_0}=i\,\frac4\pi\sum_{0<m<N_0,\ \mathrm{odd}}\frac{\sin(\pi mn/N_0)}m ,$$
which is $i$ times a partial Fourier sum of the square wave in place of $is_n$. Twofold padding removes wrap-around when the kernel is cut off in this way, and not when the sharp step is sampled. At the same array length the step errs by up to 0.0850 over the window, while the tabulated kernel was tested to $10^{-10}$ and in fact agrees with the closed form to $2\times10^{-14}$.

## Time aliasing, set by the step $h$

It remains to compare $L_k$ with the integral. Let $\mathrm{sq}(t)=\operatorname{sgn}\sin ht$, of period $T$. Its sine coefficients are $\frac2\pi\int_0^\pi\sin m\vartheta\,d\vartheta=\frac{2[1-(-1)^m]}{\pi m}$, so $\mathrm{sq}(t)=\frac4\pi\sum_{m>0,\ \mathrm{odd}}\sin(mht)/m$. Writing each sine as $(e^{imht}-e^{-imht})/2i$ shifts the transform $i\chi''$ of $\chi_o$ by $\pm mh$:
$$\int\mathrm{sq}(t)\chi_o(t)e^{i\omega_kt}dt=\sum_{m>0,\ \mathrm{odd}}\frac2{\pi m}\big[\chi''_{k+m}-\chi''_{k-m}\big]=L_k .$$
The product $\mathrm{sq}\,\chi_o$ is even and $\chi_o=\chi/2$ for $t>0$, so $L_k=\int_0^\infty\mathrm{sq}(t)\chi(t)\cos\omega_kt\,dt$. This differs from $\chi'$ where the square wave is $-1$:
$$L_k-\chi'(\omega_k)=-2\sum_{l\ge0}\int_{(l+1/2)T}^{(l+1)T}\chi(t)\cos\omega_kt\,dt .$$
Response between $T/2=\pi/h$ and $T$ is read as belonging to negative time and gets the wrong sign, as does response in the second half of every later period. The expression contains no $p$, and it applies to the tabulated kernel as well. For a Gaussian line the integrand carries $e^{-(\sigma\pi/h)^2/2}$, negligible at $T/2=1257$ a.u., where $\sigma_1T/2=25$.

On a coarse grid, $h=0.02$ Ha $=\sigma_1$, $T/2=157.08$ a.u. and the envelope of the narrow band there is $7.19\times10^{-3}$. At $\omega=0$ an estimate follows by replacing the Gaussian with its local exponential, of rate $\kappa=\sigma_1^2T/2=0.0628$ Ha. Since $\omega_1T/2=10\pi$ the sine starts from zero, and $\int_0^\infty\sin(\omega_1u)e^{-\kappa u}du=\omega_1/(\omega_1^2+\kappa^2)=4.55$. With $2A_1/\pi=0.8$ Ha the error is about $-2\times0.8\times7.19\times10^{-3}\times4.55=-0.0524$. The integral itself is $-0.05267$, and the FFT result minus the image sum is $-0.05266$ at $p=16$ and $-0.05267$ at $p=64$, tested to $10^{-4}$ and $10^{-5}$. At 0.3 Ha all three are $-0.02963$. Halving $h$ raises the envelope to its fourth power and lowers the errors to $-1.5\times10^{-8}$ and $4.1\times10^{-9}$. For a metal with $\chi''\simeq C/\omega$ at small $\omega$, $\chi(t)\to\frac C\pi\int\frac{\sin\omega t}{\omega}d\omega=C$ does not decay, and no $h$ meets the condition. The sample at $\omega=0$ is undefined; set it to zero. The pole should contribute nothing to $\chi'$ at $\omega\ne0$. In $L_k$ it gives $\frac{2C}{\pi h}\sum_m\frac1{m(k+m)}$ over odd $m\ne-k$, and $\frac1{m(k+m)}=\frac1k\big(\frac1m-\frac1{k+m}\big)$. For even $k\ne0$ both sums cancel by symmetry. For odd $k$ the missing term $m=-k$ leaves an error $2C/(\pi hk^2)=2Ch/(\pi\omega_k^2)$, which falls only as $h$ and is large at low frequency. Subtracting $C/\omega$ from the samples removes this error, but the remainder then tends to $-C/\omega$ at large $\omega$ and is cut at $W$. The integral of the pole over the window must therefore be added back. Since $\frac1{\omega'(\omega'-\omega)}=\frac1\omega\big(\frac1{\omega'-\omega}-\frac1{\omega'}\big)$, it is $\frac{C}{\pi\omega}\ln\frac{W-\omega}{W+\omega}$ for $0<|\omega|<W$, which tends to $-2C/(\pi W)$ at low frequency. For a Drude metal, with $C=\omega_p^2/\gamma$ and $\chi'(0)=-\omega_p^2/\gamma^2$, this is the fraction $2\gamma/(\pi W)$ of the static value, but it does not fall with $\omega$ as $\chi'$ does and cannot be dropped. This repair is meant for the tabulated kernel. With the step, wrap-around acts on the remainder, whose first moment in the window is $M_1-2CW$ in place of $M_1$, so the leading wrap-around error changes sign once $2CW>M_1$ (the remainder is not passive), and for $2CW\gg M_1$ it becomes much larger than before the subtraction.

## Truncation, set by the window $W$

Zeros are correct data where absorption has ended. Otherwise the part of the integral with $|\omega'|>W$ is lost. Folding $\omega'\to-\omega'$ turns $\chi''(\omega')/(\omega'-\omega)$ into $\chi''(\omega')/(\omega'+\omega)$, and adding the two gives
$$\delta_W(\omega)=-\frac2\pi\int_W^\infty\frac{\omega'\chi''(\omega')}{\omega'^2-\omega^2}d\omega' ,$$
which is negative for a passive medium and diverges logarithmically as $\omega\to W$ if $\chi''(W)\ne0$. The cut also makes the quadrature error algebraic. For $W/h$ even and $k$ even the nodes are midpoints of panels that end at $\pm W$, and for $k$ odd they include $\pm W$ and form a trapezoid rule, which is the reason for the half weights. Both rules are of second order in $h$ away from the edge.

A Lorentz oscillator, $\chi=\omega_p^2/(\omega_0^2-\omega^2-i\gamma\omega)$, has $\chi''=\omega_p^2\gamma\omega/[\omega^4-b\omega^2+\omega_0^4]$ with $b=2\omega_0^2-\gamma^2$. For $W\gg\omega_0$, $\chi''/\omega\simeq\omega_p^2\gamma(\omega^{-4}+b\omega^{-6})$, and integration gives
$$\delta_W(0)\simeq-\frac{2\omega_p^2\gamma}{3\pi W^3}\Big[1+\frac{3b}{5W^2}\Big].$$
Take $\omega_0=0.3$, $\gamma=0.05$ and $\omega_p=0.6$ Ha on the fine grid, so that $\chi(0)=0.36/0.09=4$. The poles lie at $\operatorname{Im}\omega=-\gamma/2$, so $\chi(t)$ has decayed by $e^{-\gamma T/4}=e^{-31}$ at $T/2$. The first term is $-2\times0.018/3\pi=-0.003820$, and with $b=0.1775$ Ha$^2$ the bracket 1.1065 makes it $-0.004227$, within 1% of the tail integral $-0.004269$, which is itself 0.11% of $\chi(0)$.

The step scheme errs by $-0.022169$, $-0.005386$ and $-0.004338$ at $p=4$, 16 and 64. The images repeat the truncated data, so the wrap-around term uses the moment inside the window, $M_1=1.09266$ Ha$^2$, and not $\pi\omega_p^2=1.13097$ Ha$^2$. At $p=4$ it is $-\pi\times1.09266/(3\times64)=-0.017879$, leaving $-0.004290$; at $p=16$ and 64 the remainder is $-0.004269$. The corrected value at $p=64$ and the tabulated kernel were both tested against the tail integral to $10^{-6}$. Equating the two leading errors, $\pi^2\omega_p^2/(12p^2W^2)=2\omega_p^2\gamma/(3\pi W^3)$, gives $p^2=\pi^3W/(8\gamma)$, or $p\approx9$ here. Beyond that, truncation is the larger error for this oscillator, and further zeros do not reduce it. A wider window does, and so does subtracting from the result a $\delta_W$ computed with a model of the tail: at $\omega=0$ the two-term estimate $-0.004227$ accounts for all but $-4.2\times10^{-5}$ of the tail integral.

## Computed results

```
N=8 weights, offsets 1,2,3: 0.603553 0.000000 0.103553
line weights 2/(pi m), m=1,3: 0.636620 0.212207
centres (Ha): [0.2, 0.5]  widths (Ha): [0.02, 0.05]  wp_i^2 (Ha^2): [0.16, 0.2]
A_i = 1.256637 0.628319 Ha
W = 1.0 Ha, h = 0.0025 Ha, N0 = 800, T/2 = 1256.64 a.u.
wp = 0.6000 Ha = 16.327 eV
M1 = 1.130973 Ha^2, M3 = 0.182501 Ha^4
w = 0.0 Ha (0.000 eV): closed-form eps1 = 5.849518, p=1 FFT eps1 = 5.545091
  p Om(Ha) error     term1     term2     err-t1    err-t1-t2
  1    2 -3.044e-01 -2.961e-01 -7.859e-03 -8.34e-03 -4.79e-04
  2    4 -7.452e-02 -7.402e-02 -4.912e-04 -4.98e-04 -7.10e-06
  4    8 -1.854e-02 -1.851e-02 -3.070e-05 -3.08e-05 -1.10e-07
  8   16 -4.628e-03 -4.626e-03 -1.919e-06 -1.92e-06 -1.71e-09
 16   32 -1.157e-03 -1.157e-03 -1.199e-07 -1.20e-07 -2.66e-11
  ratios raw 8/16, err-t1 4/8, err-t1-t2 4/8, Richardson 4/8: 4.001 16.04 64.2 16.05
  Richardson error, pairs (1,2),(2,4): 2.115e-03 1.250e-04
w = 0.3 Ha (8.163 eV): closed-form eps1 = -1.051056, p=1 FFT eps1 = -1.371182
  p Om(Ha) error     term1     term2     err-t1    err-t1-t2
  1    2 -3.201e-01 -2.961e-01 -2.101e-02 -2.40e-02 -3.03e-03
  2    4 -7.538e-02 -7.402e-02 -1.313e-03 -1.35e-03 -4.17e-05
  4    8 -1.859e-02 -1.851e-02 -8.207e-05 -8.27e-05 -6.34e-07
  8   16 -4.632e-03 -4.626e-03 -5.129e-06 -5.14e-06 -9.84e-09
 16   32 -1.157e-03 -1.157e-03 -3.206e-07 -3.21e-07 -1.53e-10
  ratios raw 8/16, err-t1 4/8, err-t1-t2 4/8, Richardson 4/8: 4.003 16.09 64.5 16.12
  Richardson error, pairs (1,2),(2,4): 6.206e-03 3.413e-04
tau = 1e-03: p >= 17.21; error p=17 -1.0246e-03, p=18 -9.1393e-04
max error on window: step p=1 0.6075, step p=2 0.0850, tabulated kernel 2e-14
coarse h = 0.02 Ha, T/2 = 157.08 a.u., exp(-(sigma1 T/2)^2/2) = 7.192e-03
w=0.0 Ha alias: p=16 -0.05266, p=64 -0.05267, integral -0.05267, h halved -1.5e-08
w=0.3 Ha alias: p=16 -0.02963, p=64 -0.02963, integral -0.02963, h halved 4.1e-09
Lorentz w0=0.30 gamma=0.05 wp=0.60 Ha: chi(0) = 4.0000, window M1 = 1.09266 Ha^2
  p= 4 error -0.022169, after term1 -0.004290
  p=16 error -0.005386, after term1 -0.004269
  p=64 error -0.004338, after term1 -0.004269
  tabulated kernel error -0.004269, tail integral -0.004269
  tail asymptote: one term -0.003820, two terms -0.004227
```
